\section*{Bernal Multilayer Graphene as Independent Bilayers, and the Graphite Dispersion, part 2}

We treat a film of $N$ Bernal-stacked graphene layers, $l=1,\ldots,N$, with one orbital of energy zero on each atom $A_l$, $B_l$. The chain atoms, $B$ in odd and $A$ in even layers, are vertically aligned and coupled by the hopping $\gamma_1$ ($H_\perp$). With in-plane lattice constant $a$ and in-plane hopping $-\gamma_0$, the element within a layer is
\[
\langle A_l|H|B_l\rangle=\phi=-\gamma_0f(\mathbf k),\qquad f=\sum_{i=1}^{3}e^{i\mathbf k\cdot\boldsymbol\delta_i},
\]
where $\boldsymbol\delta_i$ are the in-plane displacements from $A$ to its nearest $B$ atoms: $a(\tfrac12,\tfrac1{2\sqrt3})$, $a(-\tfrac12,\tfrac1{2\sqrt3})$ and $a(0,-\tfrac1{\sqrt3})$.

The standing waves $s_j(l)=\sin(\kappa_jl)$, $\kappa_j=j\pi/(N+1)$, vanish at $l=0$ and $N+1$. Taken separately on odd (o) and even (e) layers, they give the orthonormal states $|X_{\mathrm o},j\rangle=\nu_j\sum_{l\ \mathrm{odd}}s_j(l)|X_l\rangle$, $X=A,B$, and likewise $|X_{\mathrm e},j\rangle$. Here $\nu_j=2/\sqrt{N+1}$, or $\sqrt{2/(N+1)}$ if $\kappa_j=\pi/2$. In the order $(A_{\mathrm o},B_{\mathrm o},A_{\mathrm e},B_{\mathrm e})$, each $j\le N/2$ forms an independent bilayer block:
\begin{equation}
H_j=\begin{pmatrix}
0&\phi&0&0\\
\phi^*&0&\lambda_j&0\\
0&\lambda_j&0&\phi\\
0&0&\phi^*&0
\end{pmatrix},\qquad
\lambda_j=2\gamma_1\cos\frac{j\pi}{N+1}.
\label{eq:block}
\end{equation}
Its levels are
\begin{equation}
E=\pm\frac{\lambda}{2}\pm'\sqrt{\frac{\lambda^2}{4}+|\phi|^2},
\label{eq:bands}
\end{equation}
with independent signs. Odd $N$ adds a monolayer on odd layers, with $\kappa=\pi/2$ and $E=\pm|\phi|$. For $N=3$ the mirror combinations are $|A_\pm\rangle=(|A_1\rangle\pm|A_3\rangle)/\sqrt2$.

At the zone corner $K$, $\mathbf k=(4\pi/3a,0)$, $f=0$. At a small displacement $\mathbf q$ from it, $f\simeq-\frac{\sqrt3a}{2}(q_x+iq_y)$ and $|\phi|\simeq\hbar vq$, with $v=\sqrt3a\gamma_0/(2\hbar)$. We write $\omega=e^{2\pi i/3}$. For $|\phi|\ll\lambda/2$ the low bands are $\pm|\phi|^2/\lambda$, with mass
\begin{equation}
m_j=\frac{\lambda_j}{2v^2}.
\label{eq:mass}
\end{equation}

Skew hopping between adjacent layers, with parameters $\gamma_3$ and $\gamma_4$, is zero unless mentioned. When included, the odd–even part of $H_j$ is $2\cos\kappa_j\,W$, with rows $A_{\mathrm o},B_{\mathrm o}$, columns $A_{\mathrm e},B_{\mathrm e}$ and
\begin{equation}
W=\begin{pmatrix}\gamma_4f&-\gamma_3f^*\\ \gamma_1&\gamma_4f\end{pmatrix}.
\label{eq:W}
\end{equation}

\subsection{Five layers}

Take the round model parameters $\gamma_0=3.0$ eV, $\gamma_1=0.4$ eV and $a=0.25$ nm. For $N=5$ the angles are $30^\circ$, $60^\circ$ and $90^\circ$. The amplitudes on odd layers $(1,3,5)$ and even layers $(2,4)$ are
\begin{align}
\kappa=30^\circ:&\quad (1,2,1)/\sqrt6, & &(1,1)/\sqrt2,\\
\kappa=60^\circ:&\quad (1,0,-1)/\sqrt2, & &(1,-1)/\sqrt2,\\
\kappa=90^\circ:&\quad (1,-1,1)/\sqrt3, & &\text{none}.
\end{align}
The couplings can be checked by hand. Summing products over the four adjacent layer pairs gives $(1+2+2+1)/\sqrt{12}=\sqrt3$ for the first mode and $(1+0+0+1)/2=1$ for the second. Hence
\begin{align}
\lambda_1&=\sqrt3\times0.4\ \mathrm{eV}=0.6928\ \mathrm{eV}
=0.02546\ \text{hartree},\\
\lambda_2&=0.4000\ \mathrm{eV}=0.01470\ \text{hartree}.
\end{align}

Move from $K$ along $x$ by $qa=0.05$. The linear formula gives $|\phi|=(\sqrt3/2)(0.05)(3.0)=0.1299$ eV, while the full sum $f$ gives $0.12895$ eV. The difference comes from the quadratic term of $f$. For $\mathbf q$ along $x$ this is $-\tfrac12(qa/2)^2(\omega+\omega^*)=(qa)^2/8$, opposite in sign to the linear term. It lowers $|\phi|$ by the fraction $qa/(4\sqrt3)=0.7\%$.

With $|\phi|^2=0.01663\ \mathrm{eV}^2$, equation \eqref{eq:bands} gives
\begin{align}
\sqrt{0.3464^2+0.01663}&=0.3696, & E&=\pm0.0232,\ \pm0.7160\ \mathrm{eV},\\
\sqrt{0.2000^2+0.01663}&=0.2380, & E&=\pm0.0380,\ \pm0.4380\ \mathrm{eV}
\end{align}
for the two bilayers. The monolayer adds $\pm0.1290$ eV. These ten levels agree with direct diagonalization of the $10\times10$ Hamiltonian to rounding error.

The velocity is $v=9.87\times10^5$ m/s, and \eqref{eq:mass} gives $m_1=0.0626\,m_e$ and $m_2=0.0361\,m_e$, where $m_e$ is the free-electron mass. At $qa=0.05$ the parabola $|\phi|^2/\lambda_2=0.0416$ eV is already about 9\% above the second bilayer's level of $0.0380$ eV. This is the narrower parabolic range of the weaker coupling. These low levels and masses belong to the model without skew hopping and are not those of a real film. With $\gamma_3=0.3$ eV, a size typical of graphite, the skew element of the first block is $\sqrt3\,\gamma_3|f|=0.022$ eV at this $q$, as large as the level $0.0232$ eV itself, and the low bands then depend strongly on the direction of $\mathbf q$.

At $K$ itself $\phi=0$. Each bilayer has levels $\pm\lambda_j$ and two zeros, and a monolayer has two zeros. Five layers therefore have six zero levels.

\subsection{Graphite along $H$--$K$--$H$}

Now let the stack be infinite, with layer spacing $d$. Its period is $c=2d$, because the in-plane positions repeat after two layers. With $N_c$ periods under periodic boundary conditions, define
\begin{equation}
|X_{\mathrm o},k_z\rangle=\frac1{\sqrt{N_c}}\sum_{l\ \mathrm{odd}}e^{ik_zld}|X_l\rangle,
\end{equation}
and similarly for even layers. The vertical hop gives
\begin{align}
H_\perp|B_{\mathrm o},k_z\rangle
&=\frac{\gamma_1}{\sqrt{N_c}}\sum_{m\ \mathrm{even}}
\left[e^{ik_z(m-1)d}+e^{ik_z(m+1)d}\right]|A_m\rangle\notag\\
&=2\gamma_1\cos(k_zd)\,|A_{\mathrm e},k_z\rangle .
\end{align}
The in-plane part is unchanged. Graphite therefore has the block \eqref{eq:block} with
\begin{equation}
\lambda(k_z)=2\gamma_1\cos(k_zd)=2\gamma_1\cos\frac{k_zc}{2}.
\label{eq:kz}
\end{equation}
The Brillouin zone is $-\pi/c<k_z\le\pi/c$. Shifting $k_z$ by $2\pi/c$ reverses the sign of $\lambda$, but \eqref{eq:bands} is unaffected.

The line $H$--$K$--$H$ runs through the zone at the in-plane position of the corner, from $k_z=-\pi/c$ through $K$ at $k_z=0$ to $k_z=\pi/c$. On this line $\phi=0$, and the four levels are
\begin{equation}
E=+2\gamma_1\cos(k_zd),\quad -2\gamma_1\cos(k_zd),\quad 0,\quad 0 .
\label{eq:HKH}
\end{equation}
The moving levels live on the vertical chains. The flat pair lives on the other atoms, whose in-plane hopping sums to zero at the corner. With $\gamma_1=0.4$ eV, the upper level falls from $0.8000$ eV at $K$ through $0.6928$ eV at $k_zd=30^\circ$ and $0.4000$ eV at $60^\circ$ to zero at $H$.

Skew hopping does not alter \eqref{eq:HKH}, since every $\gamma_3$ and $\gamma_4$ element in \eqref{eq:W} contains $f$ or $f^*$, which vanishes on the whole line.

At $H$ the coupling $\lambda$ is zero, and odd and even layers separate. Moving away from $H$ in the plane gives $E=\pm|\phi|$ twice, that is, two copies of the monolayer cone. At other $k_z$, and without skew hopping, the low bands start parabolically with mass $\gamma_1\cos(k_zd)/v^2$. At $K$ this is $0.07225\,m_e$ for the round model parameters; it is not the mass of real graphite, where skew hopping warps the low bands. Multiplication by $\cos30^\circ$ and $\cos60^\circ$ returns the two masses of the five-layer film.

\subsection{How the film samples the crystal}

The agreement of the two formulas has a direct reason. The waves with $k_z$ and $-k_z$ have the same $\lambda$, so their difference also solves the equations of the infinite stack:
\begin{equation}
e^{ik_zld}-e^{-ik_zld}=2i\sin(k_zld).
\end{equation}
If this wave vanishes at layers $0$ and $N+1$, layers $1$ to $N$ receive nothing from outside. Cutting the film out of the crystal then changes none of their equations. The node at $0$ is built in, and the node at $N+1$ requires
\begin{equation}
k_z=\frac{\kappa_j}{d}=\frac{j\pi}{(N+1)d}.
\end{equation}
The bilayers of the film are thus cuts through the graphite bands at discrete $k_z$. For five layers the cuts lie one third, two thirds and all of the way from $K$ to $H$.

The point $H$ is reached when $N$ is odd. Graphite has two monolayer copies there, one on odd and one on even layers. For odd $N$ both required nodes, at $0$ and $N+1$, are on even layers, so the odd-layer copy fits and the even-layer copy does not. The film keeps one monolayer.

The point $K$ is never reached at finite $N$, because $\sin(k_zld)$ vanishes everywhere for $k_z=0$. The largest coupling approaches $2\gamma_1$ as
\begin{equation}
2\gamma_1-\lambda_1=2\gamma_1(1-\cos\kappa_1)
\simeq\gamma_1\kappa_1^2=\frac{\pi^2\gamma_1}{(N+1)^2}.
\end{equation}
For $N=5$ the estimate is $0.4\,\pi^2/36=0.110$ eV, and diagonalization gives $0.107$ eV. For $N=20$ the values are $0.00895$ and $0.00894$ eV. As $N$ grows, the spacing $\pi/[(N+1)d]$ shrinks to zero and the cuts fill the segment from $K$ to $H$ densely. Reflection $k_z\to-k_z$ gives the rest of the line. In this sense the film recovers \eqref{eq:HKH}.

\subsection{A bulk term and a surface term}

The approach to the crystal can also be followed in a sum over levels. At fixed $\mathbf k$ add all negative levels of the film, each once. In a bilayer block these are $\pm\lambda/2-\sqrt{\lambda^2/4+|\phi|^2}$, so their sum is $2G(\kappa)$ with
\begin{equation}
G(\kappa)=-\sqrt{\gamma_1^2\cos^2\kappa+|\phi|^2}.
\end{equation}
The monolayer contributes $-|\phi|=G(\pi/2)$. Since $G(\pi-\kappa)=G(\kappa)$, the factor 2 can be replaced by a sum over $j$ and $N+1-j$. For even and odd $N$ alike, the total is
\begin{equation}
S_N=\sum_{j=1}^{N}G(\kappa_j).
\end{equation}

The function $G$ is even and has period $\pi$, so $G(\kappa)=\sum_m g_me^{2im\kappa}$ with $g_{-m}=g_m$. Summing $e^{2im\pi j/(N+1)}$ over $j=0,\ldots,N$ gives $N+1$ if $m$ is a multiple of $N+1$, and zero otherwise. The coefficient $g_0$ is the mean $\langle G\rangle$ over a period. Removing the term $j=0$ leaves
\begin{equation}
S_N=N\langle G\rangle+\bigl[\langle G\rangle-G(0)\bigr]+R_N,\qquad
R_N=2(N+1)\sum_{r=1}^{\infty}g_{r(N+1)} .
\label{eq:surface}
\end{equation}
The first term is $N$ times the graphite value per layer. The bracket does not grow with $N$ and is the joint contribution of the two surfaces. It is positive, because $G(0)$ is the minimum of $G$: cutting the vertical bonds raises this sum.

For $\phi\ne0$ the remainder is exponentially small. The square root in $G$ first vanishes at $\kappa=\pi/2\pm i\eta$, where $\gamma_1\sinh\eta=|\phi|$. Shifting the integral for $g_m$ by $i\eta'$ with $\eta'<\eta$ bounds $|g_m|$ by a constant times $e^{-2|m|\eta'}$. At $K$ itself $\eta=0$ and this argument fails: $G=-\gamma_1|\cos\kappa|$ has a kink.

At $qa=0.15$ along $x$, $|\phi|=0.3809$ eV. The mean is $-0.4706$ eV and $G(0)=-\sqrt{0.4^2+0.3809^2}=-0.5524$ eV, so the surface term is $0.0818$ eV. For $N=2$, the first two terms of \eqref{eq:surface} give $-0.8594$ eV and the film has $-0.8605$ eV. For $N=5$ both are $-2.2711$ eV.

This is a sum of one-electron levels at one $\mathbf k$. A surface energy of real graphite would also need an integral over $\mathbf k$, the other electrons, their interaction and the repulsion of the ions.

\subsection{Where the separation ends}

The decomposition rests on hopping between adjacent layers and on equivalent layers. A hop $t_2$ between the vertically aligned non-chain atoms of layers $l$ and $l+2$ mixes blocks in a film of four or more layers; for odd $N$ the mirror symmetry remains, and only blocks whose $j$ have equal parity are mixed. (For three layers it respects the mirror symmetry and only shifts $A_\pm$ by $\pm t_2$.) Let $T$ be the matrix with elements 1 between adjacent layers. Two steps lead to a second neighbour along one path, or back to the start along two paths, except in an end layer, where there is one path back. Hence the second-neighbour matrix is
\begin{equation}
D=T^2-2+P_1+P_N,
\end{equation}
where $P_l$ projects onto layer $l$. On a standing wave, $T^2-2$ gives $4\cos^2\kappa_j-2=2\cos2\kappa_j$ and causes no mixing. The end projectors do. For even $N$, the odd-layer modes feel $P_1$ alone, and for $i\ne j$
\begin{equation}
\langle A_{\mathrm o},i|t_2D|A_{\mathrm o},j\rangle
=\frac{4t_2}{N+1}\sin\kappa_i\sin\kappa_j .
\end{equation}
For $N=6$ and $t_2=-0.010$ eV, the element between the first two blocks is $-0.00194$ eV. For fixed $i$ and $j$ it falls as $(N+1)^{-3}$, since both sines are then proportional to $1/(N+1)$.

In graphite there are no end layers, and $k_z$ remains a good quantum number. The same hop then turns the flat pair in \eqref{eq:HKH} into a band $2t_2\cos(2k_zd)$.

A hop $t_2'$ between the chain atoms of layers $l$ and $l+2$ mixes the blocks of a film in the same way. An energy offset $\Delta$ of all chain atoms relative to the others keeps the blocks separate, but it opens a gap in the monolayer. Real graphite has such terms, of the order of $0.01$ eV to a few times that. At $H$ the levels are then $-2t_2$ and $\Delta-2t_2'$, each twice, so the fourfold zero and the gapless cones at $H$ are properties of the model with adjacent-layer hopping and equal orbital energies.

A potential $U_l$ that differs between layers has matrix elements $\nu_i\nu_j\sum_lU_ls_i(l)s_j(l)$, with $l$ running over odd or over even layers. For $i\ne j$ these vanish if $U_l$ is constant on the layers summed over, but not in general. A perpendicular electric field, or charge collected at the surfaces, therefore couples different blocks in general. Symmetry can remove some of these couplings: for odd $N$, $s_j(N+1-l)=(-1)^{j+1}s_j(l)$, so a potential symmetric about the middle layer connects only $i$ and $j$ of equal parity, and for $N=3$ it leaves the monolayer and the bilayer uncoupled.

\section*{Calculated quantities}
\begin{verbatim}
gamma0 = 3.0 eV, gamma1 = 0.4 eV, a = 0.25 nm
skew test values: gamma3 = 0.3 eV, gamma4 = 0.1 eV
block form, N = 2..9, largest deviation: 7.1e-15 eV
couplings lam_j/gamma1 from diagonalization at K:
  N = 2: 1.0000; zero levels: 2
  N = 3: 1.4142; zero levels: 4
  N = 4: 1.6180, 0.6180; zero levels: 4
  N = 5: 1.7321, 1.0000; zero levels: 6
  N = 6: 1.8019, 1.2470, 0.4450; zero levels: 6
  N = 7: 1.8478, 1.4142, 0.7654; zero levels: 8
N = 5, k = K + q along x, q a = 0.05, |phi| = 0.12895 eV
  lam_1 = 0.69282 eV = 0.025461 hartree, kappa = 30 deg
    levels (eV): -0.71604, -0.02322, 0.02322, 0.71604
  lam_2 = 0.40000 eV = 0.014700 hartree, kappa = 60 deg
    levels (eV): -0.43797, -0.03797, 0.03797, 0.43797
  monolayer levels (eV): -0.12895, 0.12895
  largest deviation from diagonalization: 4.4e-16 eV
velocity v: formula 9.8679e+05 m/s, from bands 9.8679e+05 m/s
mass m_1: formula 0.06257 m_e, from bands 0.06257 m_e
mass m_2: formula 0.03612 m_e, from bands 0.03613 m_e
graphite mass at K (kz = 0): 0.07225 m_e
graphite on the line K-H (phi = 0), levels in eV:
  kz d =  0 deg: -0.8000, 0.0000, 0.0000, 0.8000
  kz d = 30 deg: -0.6928, 0.0000, 0.0000, 0.6928
  kz d = 60 deg: -0.4000, 0.0000, 0.0000, 0.4000
  kz d = 90 deg: 0.0000, 0.0000, 0.0000, 0.0000
2 gamma1 - lam_1: diagonalization, estimate gamma1 pi^2/(N+1)^2:
  N =  5: 0.107180 eV, 0.109662 eV
  N = 20: 0.008935 eV, 0.008952 eV
  N = 60: 0.001061 eV, 0.001061 eV
sum of negative levels at q a = 0.15, |phi| = 0.38091 eV:
  graphite per layer -0.470578 eV, surface term 0.081775 eV
  N =  2: film -0.860452 eV, bulk + surface -0.859381 eV
  N =  5: film -2.271111 eV, bulk + surface -2.271115 eV
  N = 20: film -9.329788 eV, bulk + surface -9.329788 eV
N = 6, t2 = -0.010 eV: coupling of blocks 1 and 2: -0.001938 eV
\end{verbatim}
